# Quadrupole Coupling and the Stark Effect for J = 1

## What goes wrong when the two effects are treated separately

A polar linear molecule in \(J=1\) with a quadrupolar nucleus has two small energies acting on the same degenerate states. The quadrupole coupling ties the nuclear spin \(\mathbf I\) to the rotation \(\mathbf J\). The electric field aligns \(\mathbf J\), without distinguishing \(M_J\) from \(-M_J\), but has no direct hold on \(\mathbf I\). Adding a Stark shift proportional to \(E^2\) to each hyperfine level fails for most levels once the two energies are comparable.

The opposite shortcut, labelling strong-field states by \(M_J\) and \(m_I\) and averaging the quadrupole energy in each, fails too. For \(I=1\) and a coupling constant of \(-4\) MHz, it places both \(M_F=0\) states of \(|M_J|=1\) at \(+0.2\) MHz from the Stark-shifted level. In the strong-field limit derived below they lie at \(+1.4\) and \(-1.0\) MHz. One part of the quadrupole coupling connects degenerate states, and a field in the quadratic Stark regime does not suppress it.

## Model and conventions

The molecule is a closed-shell rigid rotor with rotational constant \(B\), dipole \(\mu\) and axis \(\mathbf n\), in a field \(E\) along \(Z\). One nucleus has \(I\ge1\). Spin-rotation coupling, magnetic fields and vibration are left out. Spins are in units of \(\hbar\), and energies will be quoted as frequencies.

With \(V_{ij}\) the second derivatives of the electrostatic potential at the nucleus, the quadrupole energy is \(\frac16\sum_{ij}Q_{ij}V_{ij}\), where

\[
Q_{ij}=\frac{eQ}{I(2I-1)}\left[\tfrac32(I_iI_j+I_jI_i)-\delta_{ij}\mathbf I^2\right],\qquad V_{ij}=\frac q2(3n_in_j-\delta_{ij}).
\]

The normalization gives \(Q_{ZZ}=eQ\) for \(m_I=I\), and \(q\) is the gradient along \(\mathbf n\). Contracting the brackets gives \(9(\mathbf I\cdot\mathbf n)^2-3\mathbf I^2-3\mathbf I^2+3\mathbf I^2\). With \(\chi=eQq\),

\[
H=B\mathbf J^2-\mu E\cos\theta+\frac{\chi}{4I(2I-1)}\left[3(\mathbf I\cdot\mathbf n)^2-\mathbf I^2\right].
\]

We assume \(|\chi|\ll B\) and \(\mu E\ll B\), but leave the ratio of quadrupole to Stark energy free. This allows a reduction to \(J=1\), with leading neglected terms of order \(\chi^2/B\), \(\chi(\mu E/B)^2\) and \((\mu E)^4/B^3\).

## The Stark energy within J = 1

Since \(\cos\theta\) is odd under inversion, it has no matrix elements within \(J=1\). It conserves \(M_J\) and connects \(J=1\) to \(J=0\) and \(J=2\).

For \(M_J=0\), \(|Y_{10}|^2=3\cos^2\theta/(4\pi)\), so \(\langle\cos^2\theta\rangle=3/5\). The squared element to \(Y_{00}\) is \(1/3\), leaving \(3/5-1/3=4/15\) for \(J=2\). For \(|M_J|=1\), the density is \(3\sin^2\theta/(8\pi)\) and \(\langle\cos^2\theta\rangle=\frac32(\frac13-\frac15)=\frac15\), all belonging to \(J=2\). The levels \(J=0,1,2\) lie at \(0,2B,6B\). Second-order perturbation theory gives

\[
E_{M_J=0}=\mu^2E^2\left(\frac{1/3}{2B}-\frac{4/15}{4B}\right)=\frac{\mu^2E^2}{10B},\qquad
E_{|M_J|=1}=-\frac{1/5}{4B}\mu^2E^2=-\frac{\mu^2E^2}{20B}.
\]

Their separation is \(\Delta\), and their sum over the three states vanishes, so

\[
H_S=-\Delta\left(J_Z^2-\tfrac23\right),\qquad \Delta=\frac{3\mu^2E^2}{20B}.
\]

The ground level \(J=0\) shifts by \(-(1/3)\mu^2E^2/(2B)=-\mu^2E^2/(6B)\). It has no quadrupole splitting at this order. The \(J=1\) level pattern is therefore also the pattern of line positions from \(J=0\), apart from a common displacement. Which lines appear depends on the polarization. For \(I=1\) and radiation parallel to the static field, the \(|M_F|=2\) levels and the odd \(M_F=0\) level found below are not reached, and in a strong field only the \(M_J=0\) levels keep appreciable strength.

## The quadrupole energy within J = 1

The tensor \(n_in_j-\delta_{ij}/3\) is symmetric and traceless. By the Wigner–Eckart theorem it is proportional, within \(J=1\), to \(T_{ij}=\frac12(J_iJ_j+J_jJ_i)-\delta_{ij}\mathbf J^2/3\). The \(ZZ\) component in \(M_J=0\) fixes the factor: the left side is \(3/5-1/3=4/15\), while \(T_{ZZ}=-2/3\). The factor is \(-2/5\).

Since \(3(\mathbf I\cdot\mathbf n)^2-\mathbf I^2=3\sum_{ij}I_iI_j(n_in_j-\delta_{ij}/3)\), we need \(\sum_{ij}I_iI_jT_{ij}\). One ordering gives \(\sum I_iI_jJ_iJ_j=(\mathbf I\cdot\mathbf J)^2\). The other adds \(\sum I_iI_j[J_j,J_i]=-i\sum\epsilon_{ijk}I_iI_jJ_k=\mathbf I\cdot\mathbf J\), because \(\mathbf I\times\mathbf I=i\mathbf I\). Averaging them,

\[
H_Q=-6c\left[(\mathbf I\cdot\mathbf J)^2+\tfrac12\mathbf I\cdot\mathbf J-\tfrac13\mathbf I^2\mathbf J^2\right],\qquad c=\frac{\chi}{20I(2I-1)}.
\]

## Zero field

With \(\mathbf F=\mathbf I+\mathbf J\), \(\mathbf I\cdot\mathbf J=\frac12[F(F+1)-I(I+1)-2]\) equals \(I\), \(-1\), \(-(I+1)\) for \(F=I+1,I,I-1\). The square bracket in \(H_Q\) becomes \(I(2I-1)/6\), \(-(2I-1)(2I+3)/6\) and \((I+1)(2I+3)/6\). Hence

\[
E_{I+1}=-\frac{\chi}{20},\qquad E_I=\frac{\chi(2I+3)}{20I},\qquad E_{I-1}=-\frac{\chi(I+1)(2I+3)}{20I(2I-1)}.
\]

For \(I=1\), the levels \(F=2,1,0\) lie at \(-\chi/20,\ \chi/4,\ -\chi/2\).

## Weak field

When \(\Delta\) is small compared with the spacings of the \(E_F\), first-order theory within each \(F\) suffices. The field conserves \(M_F\), so it does not mix the degenerate states of one \(F\). Write \(H_S=-(\Delta/3)(3J_Z^2-\mathbf J^2)\). Within \(F\), this rank-two operator obeys \(3J_Z^2-\mathbf J^2\to k_F(3F_Z^2-\mathbf F^2)\).

Let kets be \(|M_J,m_I\rangle\). The stretched state \(|1,I\rangle\) has \(F=M_F=I+1\) and \(3J_Z^2-2=1\), so \(1=k_{I+1}(I+1)(2I+1)\).

Lowering this state, and then taking the orthogonal combination, gives the two states with \(M_F=I\):

\[
|F{=}I{+}1\rangle=\frac{|0,I\rangle+\sqrt I\,|1,I{-}1\rangle}{\sqrt{I+1}},\qquad
|F{=}I\rangle=\frac{\sqrt I\,|0,I\rangle-|1,I{-}1\rangle}{\sqrt{I+1}}.
\]

In the second, \(\langle3J_Z^2-2\rangle=(1-2I)/(I+1)\), which must equal \(k_II(2I-1)\).

For \(F=I-1\), use the three states with \(M_F=I-1\). Their values of \(3J_Z^2-2\) sum to \(1-2+1=0\). Inserting the two known factors,

\[
k_{I-1}(I-1)(2I-3)=-\frac{2I^2-9I+1}{(I+1)(2I+1)}+\frac{(2I-1)(I-3)}{I(I+1)}
=\frac{(I-1)(2I-3)}{I(2I+1)}.
\]

Thus

\[
E=E_F-\frac{\Delta}{3}k_F\left[3M_F^2-F(F+1)\right],
\]
\[
k_{I+1}=\frac1{(I+1)(2I+1)},\qquad k_I=-\frac1{I(I+1)},\qquad k_{I-1}=\frac1{I(2I+1)}.
\]

If \(I-1\) is 0 or \(1/2\), the last bracket vanishes, as it must for a rank-two operator in such a level.

For \(I=1\), the shifts are:

- \(F=2\): \(+\Delta/3,\ +\Delta/6,\ -\Delta/3\) for \(|M_F|=0,1,2\).
- \(F=1\): \(-\Delta/3,\ +\Delta/6\) for \(|M_F|=0,1\).
- \(F=0\): no shift at this order.

## Strong field

Now let \(\Delta\gg|\chi|\). The levels \(M_J=0\) and \(|M_J|=1\) are well separated, but \(M_J=1\) and \(M_J=-1\) remain degenerate. Both the diagonal part of \(H_Q\) and its part with \(\Delta M_J=\pm2\) therefore count in first order.

Use \(\mathbf I\cdot\mathbf J=I_ZJ_Z+\frac12(I_+J_-+I_-J_+)\). In its square, the terms conserving \(M_J\) are

\[
I_Z^2J_Z^2+\tfrac14(I_+I_-J_-J_++I_-I_+J_+J_-)
=I_Z^2J_Z^2+\tfrac12(\mathbf I^2-I_Z^2)(\mathbf J^2-J_Z^2)-\tfrac12I_ZJ_Z.
\]

The last term cancels against \(\frac12I_ZJ_Z\) in \(H_Q\). After subtraction of \(\mathbf I^2\mathbf J^2/3\), the rest is \(\frac16(3I_Z^2-\mathbf I^2)(3J_Z^2-\mathbf J^2)\). The part changing \(M_J\) by two is \(\frac14(I_+^2J_-^2+I_-^2J_+^2)\).

**Levels with \(M_J=0\).** Here \(3J_Z^2-2=-2\), and

\[
E=\tfrac23\Delta+2c\left[3m_I^2-I(I+1)\right].
\]

In the limit, \(m_I\) is a good label: the spin is quantized along \(Z\) by the averaged gradient of the aligned rotor.

**Levels with \(|M_J|=1\).** The diagonal energy is \(-\Delta/3-c[3m_I^2-I(I+1)]\). For \(|M_F|\le I-1\), the states \(|1,M_F-1\rangle\) and \(|-1,M_F+1\rangle\) are coupled. Since \(J_-^2|1\rangle=2|-1\rangle\), the element is \(-3c\sqrt W\), where

\[
W=[I(I+1)-M_F(M_F-1)][I(I+1)-M_F(M_F+1)]=[I(I+1)-M_F^2]^2-M_F^2.
\]

The mean diagonal energy is \(-\Delta/3-c[3M_F^2+3-I(I+1)]\), and half the diagonal difference has magnitude \(6|cM_F|\). The root \(\sqrt{36M_F^2+9W}\) gives

\[
E=-\tfrac13\Delta-c\left\{3M_F^2+3-I(I+1)\pm3\sqrt{[I(I+1)-M_F^2]^2+3M_F^2}\right\}.
\]

For \(|M_F|=I\) or \(I+1\), no partner exists, and the diagonal energy with \(|m_I|=\big||M_F|-1\big|\) stands.

For \(I=1\), \(c=\chi/20\). The \(M_J=0\) levels lie at \(2\Delta/3-\chi/5\) for \(m_I=0\) and \(2\Delta/3+\chi/10\) for \(|m_I|=1\). Relative to \(-\Delta/3\), those with \(|M_J|=1\) lie at \(-\chi/20\) for \(|M_F|=2\), \(+\chi/10\) for \(|M_F|=1\), and \(+\chi/4\) and \(-7\chi/20\) for \(M_F=0\). The last two are equal mixtures of \(|1,-1\rangle\) and \(|-1,1\rangle\), split by \(3|\chi|/5\). In these two states the spin stays coupled to the rotation in the strong-field limit.

## The whole crossover for I = 1

Conservation of \(M_F\) leaves small matrices. The \(|M_F|=2\) levels are single states with \(E=-\Delta/3-\chi/20\).

For \(M_F=1\), both \(|0,1\rangle\) and \(|1,0\rangle\) have diagonal quadrupole energy \(\chi/10\). Their coupling follows from the zero-field states above. For general \(I\),

\[
V=\langle0,I|H_Q|1,I{-}1\rangle=(E_{I+1}-E_I)\frac{\sqrt I}{I+1}=-\frac{3\chi}{20\sqrt I}.
\]

Setting \(I=1\),

\[
E=\frac{\Delta}{6}+\frac{\chi}{10}\pm\frac12\sqrt{\Delta^2+\frac{9\chi^2}{100}}.
\]

The levels with \(M_F=-1\) have the same energies.

For \(M_F=0\), let \(S=|1,-1\rangle+|-1,1\rangle\). First, \((\mathbf I\cdot\mathbf J)|0,0\rangle=S\). A second application gives \(-S\) plus a multiple of \(|0,0\rangle\). Including the term \(\frac12\mathbf I\cdot\mathbf J\), the component along \(S\) is \(-\frac12S\), so \(H_Q\) couples \(|0,0\rangle\) to each member of \(S\) with \(-6c(-\frac12)=3\chi/20\). The odd combination is uncoupled:

\[
E_{\rm odd}=-\frac{\Delta}{3}+\frac{\chi}{4}.
\]

The even state \(S/\sqrt2\) couples to \(|0,0\rangle\) with \(3\sqrt2\,\chi/20\). Their diagonal energies are \(-\Delta/3-7\chi/20\) and \(2\Delta/3-\chi/5\), so

\[
E_{\rm even}=\frac{\Delta}{6}-\frac{11\chi}{40}\pm\frac12\sqrt{\left(\Delta+\frac{3\chi}{20}\right)^2+\frac{9\chi^2}{50}}.
\]

At \(\Delta=0\) the last root, with its factor \(\frac12\), is \(9|\chi|/40\), which returns \(-\chi/20\) and \(-\chi/2\). For large \(\Delta\) it tends to \(\frac12(\Delta+3\chi/20)\), which returns the strong-field values.

## The decoupling field

In the \(|M_F|=1\) pair, the field separates the product states by \(\Delta\), and the quadrupole coupling mixes them. The mixing angle obeys \(\tan2\vartheta=2|V|/\Delta\). Define the decoupling field by \(\Delta=2|V|=3|\chi|/10\). Inserting \(\Delta=3\mu^2E^2/(20B)\),

\[
\boxed{E_d=\frac{\sqrt{2B|\chi|}}{\mu}},\qquad \tan2\vartheta=\left(\frac{E_d}{E}\right)^2.
\]

The weight of the foreign \(M_J\) is

\[
\sin^2\vartheta=\frac12\left[1-\frac1{\sqrt{1+(E_d/E)^4}}\right]\simeq\frac14\left(\frac{E_d}{E}\right)^4\quad(E\gg E_d).
\]

Nothing switches at \(E_d\); the mixing angle there has fallen to half its zero-field value. The even \(M_F=0\) pair has a coupling larger by \(\sqrt2\) and an offset \(3\chi/20\). For \(\chi<0\), its value at \(E_d\) is \(\tan2\vartheta=2\sqrt2\), a foreign weight of \(1/3\).

For general \(I\), the same condition \(\Delta=2|V|\) in the \(M_F=I\) pair gives \(E=\sqrt{2B|\chi|/\sqrt I}/\mu\). The diagonal separation there is \(\Delta+3\chi(I-1)/(20I)\), so for \(I>1\) this field sets a scale and not a fixed mixing angle.

Since \(\mu E_d/B=\sqrt{2|\chi|/B}\), the condition \(|\chi|\ll B\) keeps the crossover inside the quadratic Stark regime. The strong-field splittings within each \(|M_J|\) need \(E_d\ll E\ll B/\mu\). Level positions accurate on the scale of \(|\chi|\) also need the fourth-order Stark shift to be small against \(|\chi|\). Its coefficient is small: the shift is about \(-0.010\,(\mu E)^4/B^3\) for \(M_J=0\) and far less for \(|M_J|=1\).

## A numerical case

Take round model parameters: \(I=1\), \(B=10000\) MHz, \(\chi=-4\) MHz and \(\mu=1\,ea_0\). Then \(\mu E_d/h=\sqrt{2\times10000\times4}=282.8\) MHz. For this dipole, 1 V/cm corresponds to 1.28 MHz, so \(E_d=221\) V/cm, or \(4.30\times10^{-8}\) atomic units. At this field \(\mu E/(hB)=0.028\) and \(\Delta=3\times282.8^2/(20\times10000)=1.20\) MHz.

The closed forms give these levels, in MHz from \(2B\):

| Level | \(0\) | \(E_d/4\) | \(E_d\) | \(5E_d\) |
|---|---:|---:|---:|---:|
| \(\lvert M_F\rvert=2\) | 0.200 | 0.175 | −0.200 | −9.80 |
| \(\lvert M_F\rvert=1\), low | −1.000 | −0.989 | −1.049 | −10.41 |
| \(\lvert M_F\rvert=1\), high | 0.200 | 0.214 | 0.649 | 19.61 |
| \(M_F=0\), odd | −1.000 | −1.025 | −1.400 | −11.00 |
| \(M_F=0\), even low | 0.200 | 0.224 | 0.400 | −8.62 |
| \(M_F=0\), even high | 2.000 | 2.001 | 2.200 | 20.82 |

At \(E_d/4\), \(\Delta=0.075\) MHz. The weak-field formula puts the low \(|M_F|=1\) level at \(-1+0.075/6=-0.9875\) MHz, against \(-0.9887\) from the closed form. At \(E_d\), the same formula would give \(-0.80\) instead of \(-1.05\) MHz.

At \(5E_d\), \(\Delta=30\) MHz. The strong-field formula puts the even low level at \(-10+1.4=-8.60\) MHz. The remaining coupling to \(|0,0\rangle\) lowers it by about \(0.72/29.4=0.024\) MHz, as the closed form shows.

Diagonalizing the original rotor-plus-spin Hamiltonian with \(J=0\) to \(5\) shows where the reduction to \(J=1\) begins to fail. At \(5E_d\), where \(\mu E/(hB)=0.14\), the two upper levels lie at 19.57 and 20.78 MHz, about 0.04 MHz below the closed forms. The rotor without nuclear spin has a Stark shift beyond second order of \(-0.042\) MHz for \(M_J=0\), which accounts for most of this difference.

The foreign weight in the \(|M_F|=1\) pair is 14.6% at \(E_d\), 1.5% at \(2E_d\) and 0.04% at \(5E_d\). It reaches 1% at \(2.22E_d=491\) V/cm. Over the same range, the splitting of the \(M_F=0\) pair in \(|M_J|=1\) approaches \(3|\chi|/5=2.40\) MHz; the full diagonalization gives 2.38 MHz at \(5E_d\). Thus the weight of the wrong \(M_J\) can be made small, while this part of the spin-rotation correlation remains. This holds for \(\mu E\lesssim hB\). Stronger fields orient the rotor and reduce the splitting, from 2.38 MHz at \(\mu E=hB\) (7.8 kV/cm here) to 2.14 MHz at \(5hB\) and 1.83 MHz at \(10hB\).

All numerical values are calculated from the stated model.
